# Infrared absorption from classical dipole correlations with the harmonic quantum correction: a numerical check

```python
"""Infrared absorption from a classical dipole autocorrelation function.

Result under test, for a harmonic system with a linear dipole M:
    n*alpha(w) = w^2 S_cl(w) / (6 eps0 V c k T)
equals the exact quantum absorption.  S_cl is the Fourier transform of the
classical <M(t).M(0)>, n the refractive index, alpha the power absorption
coefficient, V the volume, T the temperature.  Equivalently the quantum
spectrum is S = Q S_cl with Q = x/(1-exp(-x)), x = hbar w/(k T).
Reduced units in the tests: hbar = mass = harmonic frequency = 1.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh

# ---------- rough model parameters of the band ----------
nu0, width = 1050.0, 60.0               # cm^-1
temp, temp_hot = 300.0, 673.15          # K
charge_e, mass_u, per_nm3 = 3.0, 10.0, 15.0
eps_inf, thick_nm = 2.0, 300.0
depth_ev, dipole_len_nm = 6.0, 0.1

to_w = 2 * np.pi * sc.c * 100           # cm^-1 -> rad/s
w0, gam = nu0 * to_w, width * to_w
q, mass, dens = charge_e * sc.e, mass_u * sc.atomic_mass, per_nm3 * 1e27
x300 = sc.hbar * w0 / (sc.k * temp)
x_hot = sc.hbar * w0 / (sc.k * temp_hot)
length = np.sqrt(sc.hbar / (mass * w0))  # oscillator length, m
g = gam / w0
plasma2 = dens * q**2 / (3 * sc.epsilon_0 * mass)


def harmonic_factor(x):
    return x / (1 - np.exp(-x))


# ---------- quantum reference: diagonalization on a sinc grid ----------
dx = 0.15
grid = dx * np.arange(-60, 61)
diff = np.arange(121)[:, None] - np.arange(121)[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2) / dx**2


def levels(potential):
    return eigh(kinetic + np.diag(potential))


def populations(energy, beta):
    p = np.exp(-beta * (energy - energy[0]))
    return p / p.sum()


def transitions(energy, psi, dipole, beta, keep=40):
    """Upward lines: frequency, lower population, population drop, |M|^2."""
    p = populations(energy, beta)
    mat = psi[:, :keep].T @ (dipole[:, None] * psi[:, :keep])
    low, up = np.triu_indices(keep, 1)
    return energy[up] - energy[low], p[low], p[low] - p[up], mat[low, up]**2


e_h, psi_h = levels(0.5 * grid**2)


def needed_factor(beta):
    """Quantum line weight divided by classical line weight at +w0."""
    freq, p_low, drop, m2 = transitions(e_h, psi_h, grid, beta)
    near = np.abs(freq - 1) < 0.01
    quantum = 2 * np.pi * np.sum(p_low[near] * m2[near])
    norm = quad(lambda y: np.exp(-beta * y * y / 2), -15, 15, points=[0])[0]
    mean = quad(lambda y: y * y * np.exp(-beta * y * y / 2), -15, 15, points=[0])[0]
    return quantum / (np.pi * mean / norm)


need300, need_hot = needed_factor(x300), needed_factor(x_hot)
assert abs(need300 / harmonic_factor(x300) - 1) < 1e-6
assert abs(need_hot / harmonic_factor(x_hot) - 1) < 1e-6


def relative_intensities(x, needed):
    factors = [1.0, 2 / (1 + np.exp(-x)), np.exp(x / 2), harmonic_factor(x)]
    return [f / needed for f in factors]


rel300 = relative_intensities(x300, need300)
rel_hot = relative_intensities(x_hot, need_hot)

# exact integrated intensity from the quantum lines, and the closed formula
freq, p_low, drop, m2 = transitions(e_h, psi_h, grid, x300)
line_sum = np.sum(freq * drop * m2)
area_quantum = (np.pi * dens * q**2 / (3 * sc.epsilon_0 * sc.c * mass) * line_sum
                / (2 * np.pi * sc.c) / 1e4)
area_formula = dens * q**2 / (12 * sc.epsilon_0 * sc.c**2 * mass) / 1e4
assert abs(area_quantum / area_formula - 1) < 1e-6

# ---------- absorption law tested on an anharmonic well ----------
depth = depth_ev * sc.e / (sc.hbar * w0)
kappa = 1 / np.sqrt(2 * depth)
well = depth * np.tanh(kappa * grid)**2
e_a, psi_a = levels(well)
beta_test = 1.5
freq, p_low, drop, m2 = transitions(e_a, psi_a, grid, beta_test)

# energy taken from a weak pulse by a propagated thermal density matrix
nb, dt, field0 = 14, 0.02, 0.003
xmat = psi_a[:, :nb].T @ (grid[:, None] * psi_a[:, :nb])
xval, xvec = np.linalg.eigh(xmat)
half = np.exp(-0.5j * dt * e_a[:nb])
start = populations(e_a[:nb], beta_test)
rho = np.diag(start).astype(complex)
times = np.arange(-18, 18, dt) + dt / 2
pulse = field0 * np.exp(-times**2 / 18) * np.cos(times)
for f in pulse:
    kick = (xvec * np.exp(1j * dt * f * xval)) @ xvec.T
    step = half[:, None] * kick * half[None, :]
    rho = step @ rho @ step.conj().T
gain = np.sum((np.diag(rho).real - start) * e_a[:nb])
pulse_ft = np.abs(np.exp(1j * np.outer(freq, times)) @ pulse * dt)**2
gain_rule = np.sum(drop * freq * m2 * pulse_ft)
assert abs(gain / gain_rule - 1) < 2e-3


# static polarizability: free energy in a field against the line sum
def free_energy(field):
    e = eigh(kinetic + np.diag(well - field * grid), eigvals_only=True)
    return e[0] - np.log(np.sum(np.exp(-beta_test * (e - e[0])))) / beta_test


polar = -(free_energy(0.01) + free_energy(-0.01) - 2 * free_energy(0.0)) / 1e-4
assert abs(polar / np.sum(2 * drop * m2 / freq) - 1) < 1e-3

# ---------- coupled oscillators: same factor at each normal mode ----------
nf, beta2, wb, coupling = 14, 3.0, 1.4, 0.3
lad = np.diag(np.sqrt(np.arange(1, nf)), 1)
one, num = np.eye(nf), np.diag(np.arange(nf) + 0.5)
xa = np.kron((lad + lad.T) / np.sqrt(2), one)
xb = np.kron(one, (lad + lad.T) / np.sqrt(2 * wb))
e2, v2 = eigh(np.kron(num, one) + wb * np.kron(one, num) + coupling * xa @ xb)
p2 = populations(e2, beta2)
dip2 = (v2.T @ (xa + 0.6 * xb) @ v2)**2
gap = e2[None, :] - e2[:, None]
k2, u2 = eigh(np.array([[1.0, coupling], [coupling, wb**2]]))
for mode in range(2):
    wm = np.sqrt(k2[mode])
    quantum = 2 * np.pi * np.sum((p2[:, None] * dip2)[np.abs(gap - wm) < 0.01])
    classical = np.pi * (np.array([1, 0.6]) @ u2[:, mode])**2 / (beta2 * wm**2)
    assert abs(quantum / classical / harmonic_factor(beta2 * wm) - 1) < 1e-5

# a dense harmonic bath produces the damped (Langevin) velocity correlation
nbath, cutoff = 800, 20.0
dw = cutoff / nbath
wj = (np.arange(nbath) + 0.5) * dw
stiff = np.diag(np.concatenate(([1 + 2 * g * cutoff / np.pi], wj**2)))
stiff[0, 1:] = stiff[1:, 0] = -wj * np.sqrt(2 * g * dw / np.pi)
kb, ub = eigh(stiff)
tb = np.linspace(0, 60, 601)
vel_bath = np.cos(np.outer(tb, np.sqrt(kb))) @ ub[0]**2
wd = np.sqrt(1 - g * g / 4)
vel_langevin = np.exp(-g * tb / 2) * (np.cos(wd * tb) - g / (2 * wd) * np.sin(wd * tb))
bath_error = np.max(np.abs(vel_bath - vel_langevin))
assert bath_error < 0.02    # finite bath cutoff shifts the phase slightly


# ---------- damped spectrum ----------
def epsilon(nu):
    w = nu * to_w
    return eps_inf + plasma2 / (w0**2 - w**2 - 1j * gam * w)


def n_alpha_exact(nu):
    """n*alpha in cm^-1."""
    return nu * to_w * epsilon(nu).imag / sc.c / 100


tt = np.arange(0, 800, 0.02)
acf_theory = np.exp(-g * tt / 2) * (np.cos(wd * tt) + g / (2 * wd) * np.sin(wd * tt))
for r in (0.7, 1.0, 1.2):
    s_cl = 2 * trapezoid(acf_theory * np.cos(r * tt), tt) * q**2 * sc.k * temp / (mass * w0**3)
    value = (r * w0)**2 * s_cl * dens / (6 * sc.epsilon_0 * sc.c * sc.k * temp) / 100
    assert abs(value / n_alpha_exact(r * nu0) - 1) < 2e-3


def full_integral(fun):
    cuts = [0, 0.8, 1.0, 1.2, 3.0, np.inf]
    return sum(quad(fun, a, b, limit=200)[0] for a, b in zip(cuts[:-1], cuts[1:]))


area_damped = nu0 * full_integral(lambda r: n_alpha_exact(r * nu0))
assert abs(area_damped / area_quantum - 1) < 1e-4
delta_k = 2 / np.pi * full_integral(
    lambda r: n_alpha_exact(r * nu0) * 100 * sc.c / (r * r * w0) if r > 0 else 0.0)
assert abs(delta_k / (plasma2 / w0**2) - 1) < 1e-4

# ---------- the algorithm: trajectories -> autocorrelation -> spectrum ----------
rng = np.random.default_rng(7)
replicas, samples, lags, blocks = 1000, 8192, 4000, 10
step_fs, sample_fs = 0.5, 1.0
h = w0 * step_fs * 1e-15
keep_v = np.exp(-g * h)
noise = np.sqrt(1 - keep_v**2)
pos, vel = rng.standard_normal(replicas), rng.standard_normal(replicas)
traj = np.empty((samples, replicas))
for i in range(samples):
    traj[i] = pos
    for _ in range(2):
        vel = vel - 0.5 * h * pos
        pos = pos + 0.5 * h * vel
        vel = keep_v * vel + noise * rng.standard_normal(replicas)
        pos = pos + 0.5 * h * vel
        vel = vel - 0.5 * h * pos

lag = np.arange(lags)
window = np.cos(np.pi * lag / (2 * lags))**2
nu = np.arange(500.0, 2000.1, 5.0)
cosines = np.cos(np.outer(nu * to_w, lag * sample_fs * 1e-15))
block_spectra, block_c0 = [], []
for part in np.split(traj, blocks, axis=1):
    power = np.mean(np.abs(np.fft.rfft(part, n=2 * samples, axis=0))**2, axis=1)
    acf = np.fft.irfft(power)[:lags] / (samples - lag)
    acf = acf * q**2 * sc.k * temp / (mass * w0**2)      # dipole ACF, C^2 m^2
    s_cl = sample_fs * 1e-15 * (2 * cosines @ (window * acf) - acf[0])
    block_spectra.append((nu * to_w)**2 * s_cl * dens
                         / (6 * sc.epsilon_0 * sc.c * sc.k * temp) / 100)
    block_c0.append(acf[0])
spectrum = np.mean(block_spectra, axis=0)
block_areas = trapezoid(np.array(block_spectra), nu, axis=1)
area_md, area_err = block_areas.mean(), block_areas.std(ddof=1) / np.sqrt(blocks)
exact = n_alpha_exact(nu)
area_band = trapezoid(exact, nu)
max_dev = np.max(np.abs(spectrum - exact)) / exact.max()
assert abs(area_md / area_band - 1) < 0.025     # about five sampling errors
assert max_dev < 0.10                           # sampling noise plus window bias
i0 = int(np.argmin(np.abs(nu - nu0)))
rms_classical = np.sqrt(np.mean(block_c0)) / q * 1e9
rms_quantum = length * 1e9 * np.sqrt(
    populations(e_h, x300) @ ((psi_h**2).T @ grid**2))

# ---------- neglected: mechanical anharmonicity ----------
freq, p_low, drop, m2 = transitions(e_a, psi_a, grid, x300)
sum_anh = 2 * np.sum(freq * drop * m2)
assert abs(sum_anh - 1) < 1e-5
band = np.abs(freq - 1) < 0.3
weight = (freq * drop * m2)[band]
shift_q = nu0 * (np.sum(weight * freq[band]) / weight.sum() - 1)
shift_01 = nu0 * (e_a[1] - e_a[0] - 1)
assert abs(shift_01 / (-nu0 / (2 * depth)) - 1) < 0.01

nodes, gl_weights = np.polynomial.laguerre.laggauss(20)
theta = 2 * np.pi * np.arange(64) / 64
harm = np.fft.fftfreq(64, 1 / 64)
norm = v2_sum = f_sum = fw_sum = 0.0
for u, gw in zip(nodes, gl_weights):
    energy = u / x300
    wc = np.sqrt(1 - energy / depth)
    orbit = np.arcsinh(np.sqrt(energy / (depth - energy)) * np.sin(theta)) / kappa
    coef = np.fft.fft(orbit) / 64
    speed = np.fft.ifft(1j * harm * wc * coef * 64).real
    total = speed**2 / 2 + depth * np.tanh(kappa * orbit)**2
    assert np.max(np.abs(total - energy)) < 1e-6 * energy
    measure = gw / wc                           # orbit period times Boltzmann weight
    norm += measure
    v2_sum += measure * np.mean(speed**2)
    fundamental = measure * wc**2 * np.abs(coef[1])**2
    f_sum += fundamental
    fw_sum += fundamental * wc
assert abs(x300 * v2_sum / norm - 1) < 1e-6     # classical total intensity
shift_c = nu0 * (fw_sum / f_sum - 1)
assert abs(shift_c / (-nu0 / (x300 * depth)) - 1) < 0.03

# ---------- neglected: electrical anharmonicity, M = q(x - x^3/(3 L^2)) ----------
big_l = dipole_len_nm * 1e-9 / length
freq, p_low, drop, m2 = transitions(e_h, psi_h, grid - grid**3 / (3 * big_l**2), x300)
total_q = 2 * np.sum(freq * drop * m2)
slope2 = (1 - grid**2 / big_l**2)**2
assert abs(total_q - populations(e_h, x300) @ ((psi_h**2).T @ slope2)) < 1e-5
boltz = np.exp(-x300 * grid**2 / 2)
total_c = np.sum(boltz * slope2) / np.sum(boltz)

# ---------- neglected: index dispersion and film reflections ----------
index = np.sqrt(epsilon(nu0))
alpha_true = 4 * np.pi * nu0 * index.imag
assert abs(alpha_true * index.real / n_alpha_exact(nu0) - 1) < 1e-9
alpha_const = n_alpha_exact(nu0) / np.sqrt(eps_inf)
fine = np.arange(900.0, 1200.0, 0.5)
alpha_peak_nu = fine[np.argmax(fine * np.sqrt(epsilon(fine)).imag)]
phase0 = 2 * np.pi * nu0 * 100 * thick_nm * 1e-9


def transmission(n):
    ph = np.exp(1j * n * phase0)
    return np.abs(4 * n / ((n + 1)**2 / ph - (n - 1)**2 * ph))**2


def transmission_matching(n):
    ph = np.exp(1j * n * phase0)
    mat = np.array([[-1, 1, 1, 0], [1, n, -n, 0],
                    [0, ph, 1 / ph, -1], [0, n * ph, -n / ph, -1]], complex)
    return np.abs(np.linalg.solve(mat, np.array([1, 1, 0, 0], complex))[3])**2


for n in (index, np.sqrt(eps_inf)):
    assert abs(transmission(n) - transmission_matching(n)) < 1e-10
depth_simple = alpha_true * thick_nm * 1e-7
depth_film = -np.log(transmission(index) / transmission(np.sqrt(eps_inf)))

# ---------- neglected if parameters were bare: local field ----------
wf = fine * to_w
y = ((eps_inf - 1) / (eps_inf + 2)
     + plasma2 / (3 * (w0**2 - wf**2 - 1j * gam * wf)))
eps_cm = (1 + 2 * y) / (1 - y)
local_gain = ((eps_inf + 2) / 3)**2
w_shifted2 = w0**2 - plasma2 * (eps_inf + 2) / 9
eps_shifted = eps_inf + local_gain * plasma2 / (w_shifted2 - wf**2 - 1j * gam * wf)
assert np.allclose(eps_cm, eps_shifted, rtol=1e-9)
local_shift = np.sqrt(w_shifted2) / to_w - nu0

# ---------- output ----------
print(f"band centre {nu0:.0f} cm^-1, full width {width:.0f} cm^-1")
print(f"charge {charge_e:.1f} e, mode mass {mass_u:.1f} u, density {per_nm3:.1f} nm^-3")
print(f"eps_inf {eps_inf:.1f}, film thickness {thick_nm:.0f} nm")
print(f"temperatures {temp:.0f} K and {temp_hot:.2f} K")
print(f"x = hbar w0/kT: {x300:.4f} at 300 K, {x_hot:.4f} hot")
print(f"Q needed, from diagonalization: {need300:.4f} at 300 K, {need_hot:.4f} hot")
print(f"Q harmonic formula: {harmonic_factor(x300):.4f} at 300 K, {harmonic_factor(x_hot):.4f} hot")
print("intensity / exact quantum intensity (300 K, hot):")
for name, a, b in zip(("no factor", "standard", "Schofield", "harmonic"), rel300, rel_hot):
    print(f"  {name}: {a:.4f}, {b:.4f}")
print(f"integrated n*alpha, quantum lines: {area_quantum:.4e} cm^-2")
print(f"integrated n*alpha, closed formula: {area_formula:.4e} cm^-2")
print(f"integrated n*alpha, damped band: {area_damped:.4e} cm^-2")
print(f"band contribution to static dielectric constant: {delta_k:.4f}")
print(f"trajectories: {replicas} replicas, {samples} samples each")
print(f"time step {step_fs:.1f} fs, sampling {sample_fs:.1f} fs, window {lags*sample_fs:.0f} fs")
print(f"rms displacement: classical run {rms_classical:.5f} nm, quantum {rms_quantum:.5f} nm")
print(f"area 500-2000 cm^-1, trajectories: {area_md:.4e} cm^-2")
print(f"  its standard error from {blocks} blocks: {area_err:.1e} cm^-2")
print(f"area 500-2000 cm^-1, exact: {area_band:.4e} cm^-2")
print("n*alpha (cm^-1), trajectories and exact:")
for target in (950.0, 1000.0, 1050.0, 1100.0, 1150.0):
    j = int(np.argmin(np.abs(nu - target)))
    print(f"  at {nu[j]:.0f} cm^-1: {spectrum[j]:.0f}, {exact[j]:.0f}")
print(f"largest deviation / exact peak: {100*max_dev:.2f} %")
print(f"pulse energy gain / golden-rule value: {gain/gain_rule:.6f}")
print(f"largest bath-Langevin correlation difference: {bath_error:.4f}")
print(f"anharmonic well depth: {depth_ev:.1f} eV")
print(f"total intensity / harmonic: quantum {sum_anh:.6f}, classical {x300*v2_sum/norm:.6f}")
print(f"anharmonic 0-1 line shift: {shift_01:.2f} cm^-1")
print(f"band mean shift: quantum {shift_q:.2f} cm^-1, classical {shift_c:.2f} cm^-1")
print(f"nonlinear dipole length: {dipole_len_nm:.1f} nm")
print(f"total intensity / linear: quantum {total_q:.5f}, classical {total_c:.5f}")
print(f"index at band centre: {index.real:.4f}; sqrt(eps_inf): {np.sqrt(eps_inf):.4f}")
print(f"alpha at centre: actual index {alpha_true:.0f} cm^-1, constant index {alpha_const:.0f} cm^-1")
print(f"maximum of alpha at {alpha_peak_nu:.1f} cm^-1")
print(f"alpha*d at centre: {depth_simple:.4f}")
print(f"-ln(T/T_lossless), free-standing film: {depth_film:.4f}")
print(f"local field, if parameters were bare: shift {local_shift:.1f} cm^-1")
print(f"local field, if parameters were bare: intensity factor {local_gain:.4f}")
print("success")
```

It prints:

```
band centre 1050 cm^-1, full width 60 cm^-1
charge 3.0 e, mode mass 10.0 u, density 15.0 nm^-3
eps_inf 2.0, film thickness 300 nm
temperatures 300 K and 673.15 K
x = hbar w0/kT: 5.0357 at 300 K, 2.2442 hot
Q needed, from diagonalization: 5.0687 at 300 K, 2.5104 hot
Q harmonic formula: 5.0687 at 300 K, 2.5104 hot
intensity / exact quantum intensity (300 K, hot):
  no factor: 0.1973, 0.3983
  standard: 0.3920, 0.7203
  Schofield: 2.4468, 1.2235
  harmonic: 1.0000, 1.0000
integrated n*alpha, quantum lines: 2.1854e+06 cm^-2
integrated n*alpha, closed formula: 2.1854e+06 cm^-2
integrated n*alpha, damped band: 2.1854e+06 cm^-2
band contribution to static dielectric constant: 0.2008
trajectories: 1000 replicas, 8192 samples each
time step 0.5 fs, sampling 1.0 fs, window 4000 fs
rms displacement: classical run 0.00253 nm, quantum 0.00403 nm
area 500-2000 cm^-1, trajectories: 2.1370e+06 cm^-2
  its standard error from 10 blocks: 8.5e+03 cm^-2
area 500-2000 cm^-1, exact: 2.1296e+06 cm^-2
n*alpha (cm^-1), trajectories and exact:
  at 950 cm^-1: 1668, 1742
  at 1000 cm^-1: 5823, 5918
  at 1050 cm^-1: 23430, 23188
  at 1100 cm^-1: 6485, 6348
  at 1150 cm^-1: 2099, 2077
largest deviation / exact peak: 4.35 %
pulse energy gain / golden-rule value: 1.000000
largest bath-Langevin correlation difference: 0.0117
anharmonic well depth: 6.0 eV
total intensity / harmonic: quantum 1.000000, classical 1.000000
anharmonic 0-1 line shift: -11.38 cm^-1
band mean shift: quantum -11.53 cm^-1, classical -4.54 cm^-1
nonlinear dipole length: 0.1 nm
total intensity / linear: quantum 0.99675, classical 0.99873
index at band centre: 1.7384; sqrt(eps_inf): 1.4142
alpha at centre: actual index 13339 cm^-1, constant index 16396 cm^-1
maximum of alpha at 1060.0 cm^-1
alpha*d at centre: 0.4002
-ln(T/T_lossless), free-standing film: 0.5881
local field, if parameters were bare: shift -48.0 cm^-1
local field, if parameters were bare: intensity factor 1.7778
success
```
